# Quadrupole structure of rotating molecules and the inversion satellites of ammonia

Ammonia absorbs microwaves near 24 GHz (a rough figure) in transitions between pairs of levels that are split because the nitrogen atom can tunnel through the plane of the hydrogens. The inversion lines are labelled by the rotational quantum numbers $J$ and $K$, and a line such as $J=K=1$ has weaker companions, of order a megahertz away, on both sides. They come from the electric quadrupole moment of the nitrogen nucleus, which senses the field gradient made by the rest of the molecule. That gradient is fixed in the molecule, and the molecule rotates. How much of it survives the rotation, and where does it put the satellites?

## 1. The interaction and one simple state

Let $V_{ij}$ be the second derivatives of the electrostatic potential at the nucleus, with the trace removed, since the trace does not depend on orientation. For nuclear charge density $\rho$, the second-order term of the electrostatic energy is $\frac12\sum V_{ij}\int\rho\,x_ix_j$. Because $V$ is traceless, we may subtract $\delta_{ij}r^2/3$ from $x_ix_j$, which gives

$$H_Q=\frac16\sum_{ij}Q_{ij}V_{ij},\qquad Q_{ij}=\int\rho\,(3x_ix_j-\delta_{ij}r^2).$$

Capital $X,Y,Z$ are laboratory axes and $x,y,z$ are body axes. Suppose first that the gradient is axial about $z$: $V_{zz}=q$, $V_{xx}=V_{yy}=-q/2$. If $z$ makes an angle $\theta$ with $Z$, then $V_{ZZ}=q(3\cos^2\theta-1)/2$.

Take the state in which the angular momentum has its largest projection on both axes, $K=M=J$. Its wavefunction is, up to normalization and complex conjugation, the rotation amplitude $\langle JJ|R|JJ\rangle$. A spin $J$ pointing fully up is $2J$ spins one-half, all up, and each contributes $\cos(\theta/2)$. The probability density is therefore proportional to $\cos^{4J}(\theta/2)=u^{2J}$, with $u=(1+\cos\theta)/2$. Since $\sin\theta\,d\theta\propto du$, the averages over $0\le u\le1$ are

$$\langle u\rangle=\frac{2J+1}{2J+2},\qquad \langle u^2\rangle=\frac{2J+1}{2J+3}.$$

With $\cos\theta=2u-1$,

$$\langle\cos^2\theta\rangle=1+4\langle u^2\rangle-4\langle u\rangle=1-\frac{2(2J+1)}{(J+1)(2J+3)},$$

$$\langle V_{ZZ}\rangle=q\left[1-\frac{3(2J+1)}{(J+1)(2J+3)}\right]=q\,\frac{J(2J-1)}{(J+1)(2J+3)}.\tag{1}$$

**Limits.** For $J=0$ the average vanishes, as it must when all orientations are equally likely. For $J\to\infty$ it tends to $q$: the axis is then locked to $Z$.

## 2. All projections at once

In the laboratory frame $V_{ij}=\sum_{gh}R_{ig}V_{gh}R_{jh}$, where $R$ holds the direction cosines and $g,h$ are body axes. Within one $J$, the rotor states $|JKM\rangle$ form a $(2J+1)\times(2J+1)$ array. Laboratory rotations act on $M$, body rotations on $K$. The operator multiplying $V_{gh}$ is a rank-two tensor under both kinds of rotation. The Wigner–Eckart theorem, applied once to each, fixes its matrix elements up to a single number $c_J$:

$$V_{ij}=c_J\,T_{ij}(J)\sum_{gh}V_{gh}J_gJ_h,\qquad T_{ij}(J)=\tfrac32(J_iJ_j+J_jJ_i)-\delta_{ij}J^2.\tag{2}$$

The commutators of the body components $J_g$ have the opposite sign to those of the laboratory components. This does not matter here, because the symmetric $V_{gh}$ selects symmetrized products.

For an axial gradient, $\langle J_x^2\rangle+\langle J_y^2\rangle=J(J+1)-K^2$, so

$$\sum_{gh}V_{gh}J_gJ_h=qK^2-\frac q2[J(J+1)-K^2]=\frac q2[3K^2-J(J+1)].\tag{3}$$

For $K=M=J$ this is $qJ(2J-1)/2$, while $T_{ZZ}=3J^2-J(J+1)=J(2J-1)$. Equating $c_JqJ^2(2J-1)^2/2$ to (1) gives

$$c_J=\frac{2}{J(J+1)(2J-1)(2J+3)}.$$

It is convenient to collect the body part into one effective gradient:

$$V_{ij}=\frac{q_{\rm eff}}{(2J-1)(2J+3)}T_{ij}(J),\qquad q_{\rm eff}=\frac{2}{J(J+1)}\sum_{gh}V_{gh}\langle J_gJ_h\rangle.\tag{4}$$

Inserting (3) gives the symmetric-top factor:

$$q_{\rm eff}=q f,\qquad f=\frac{3K^2}{J(J+1)}-1.\tag{5}$$

It is a statement about mean squares: $f$ compares the squared angular momentum along the symmetry axis with one third of the total.

**Classical limit.** For $M=J$, (4) gives $\langle V_{ZZ}\rangle=qfJ/(2J+3)$, which tends to $qf/2$. If $K=J\cos\alpha$, this is $q(3\cos^2\alpha-1)/2$, the average for an axis precessing at angle $\alpha$ about the angular momentum. At $K=0$ the axis sweeps the plane perpendicular to $J$ and leaves $-q/2$.

**A zero.** For $J=3$, $K=2$ we have $3K^2=12=J(J+1)$, so $f=0$. The rotation then removes the first-order quadrupole interaction, whatever the size of $q$.

The axial form matters. A difference $V_{xx}-V_{yy}$ would connect $K=1$ with $K=-1$, which are degenerate. A threefold axis through the nucleus, as in ammonia, forbids such a difference.

## 3. The asymmetric top

Let the rotational Hamiltonian be $H_R=AJ_a^2+BJ_b^2+CJ_c^2$, with three different constants. A half turn about $a$ reverses $J_b$ and $J_c$ and leaves $H_R$ unchanged. A level that is non-degenerate apart from $M$ can acquire only a phase under this turn, so $\langle J_aJ_b+J_bJ_a\rangle$ equals its own negative and vanishes. The other half turns remove the remaining mixed products. Off-diagonal gradient components may exist in the inertial axes, but to first order they drop out. With $\chi_{gg}=eQV_{gg}/h$, where $eQ$ is the nuclear moment, (4) becomes

$$G\equiv\frac{eQq_{\rm eff}}{h}=\frac{2}{J(J+1)}\left[\chi_{aa}\langle J_a^2\rangle+\chi_{bb}\langle J_b^2\rangle+\chi_{cc}\langle J_c^2\rangle\right].\tag{6}$$

The mean squares follow from the rotational energy $E_R$. In a normalized eigenstate the first-order change of the energy is the average of the change in $H_R$, hence

$$\langle J_a^2\rangle=\frac{\partial E_R}{\partial A},\quad \langle J_b^2\rangle=\frac{\partial E_R}{\partial B},\quad \langle J_c^2\rangle=\frac{\partial E_R}{\partial C}.$$

**Symmetric limit.** If $\langle J_a^2\rangle=K^2$ and $\chi_{bb}=\chi_{cc}=-\chi_{aa}/2$, the bracket in (6) is $\chi_{aa}[3K^2-J(J+1)]/2$, and $G=\chi_{aa}f$ as before.

**A model case.** Take $A,B,C=10,6,4$ GHz and $\chi_{aa},\chi_{bb},\chi_{cc}=3,-1,-2$ MHz. Diagonalizing the $5\times5$ matrix of $H_R$ for $J=2$, and differentiating its eigenvalues by finite differences, gives the following levels. The subscripts are the $|K|$ values in the prolate and oblate limits.

| Level | $E_R$ (GHz) | $\langle J_a^2\rangle,\langle J_b^2\rangle,\langle J_c^2\rangle$ | $G$ (MHz) |
|---|---|---|---|
| $2_{02}$ | 29.42 | 0.110, 2.378, 3.512 | −3.02 |
| $2_{12}$ | 32.00 | 1, 1, 4 | −2.00 |
| $2_{11}$ | 38.00 | 1, 4, 1 | −1.00 |
| $2_{21}$ | 50.00 | 4, 1, 1 | 3.00 |
| $2_{20}$ | 50.58 | 3.890, 1.622, 0.488 | 3.02 |

For the lowest level, $G=\frac13[3(0.110)-2.378-2(3.512)]=-3.02$ MHz. The five values of $G$ sum to zero. Over a complete $J$ manifold each $J_g^2$ has the same trace, here 10, and the $\chi_{gg}$ sum to zero. The middle three levels contribute 6 to each trace, so they cancel among themselves, and $2_{02}$ and $2_{20}$ must have opposite $G$.

The formula needs levels that the quadrupole interaction connects to be separated by much more than the coupling. The closest pair here is 0.58 GHz apart, against couplings of a few megahertz. If two nearly degenerate levels are connected by the quadrupole interaction, they must be diagonalized together.

## 4. Coupling to the nuclear spin

The same symmetry argument applies to the nucleus. Defining $eQ$ as the value of $Q_{ZZ}$ in the state $M_I=I$, where $T_{ZZ}(I)=I(2I-1)$, we have

$$Q_{ij}=\frac{eQ}{I(2I-1)}T_{ij}(I),\qquad I\ge1.$$

We need $\sum T_{ij}(I)T_{ij}(J)$. The terms containing $\delta_{ij}$ give $-3I^2J^2-3I^2J^2+3I^2J^2=-3I^2J^2$. The rest is

$$\frac94\sum_{ij}(I_iI_j+I_jI_i)(J_iJ_j+J_jJ_i)=\frac92\sum_{ij}I_iI_j(J_iJ_j+J_jJ_i).$$

The first product sums to $(\mathbf I\cdot\mathbf J)^2$. In the second, $J_jJ_i=J_iJ_j-i\sum_k\epsilon_{ijk}J_k$ and $\sum_{ij}\epsilon_{ijk}I_iI_j=iI_k$, so it sums to $(\mathbf I\cdot\mathbf J)^2+\mathbf I\cdot\mathbf J$. Altogether

$$\sum_{ij}T_{ij}(I)T_{ij}(J)=3\left[3(\mathbf I\cdot\mathbf J)^2+\tfrac32\mathbf I\cdot\mathbf J-I^2J^2\right].$$

With $\mathbf F=\mathbf I+\mathbf J$, the scalar product is $\mathbf I\cdot\mathbf J=C_F/2$, where $C_F=F(F+1)-I(I+1)-J(J+1)$. Including the factor $1/6$ from $H_Q$, the energy in frequency units is

$$E_F=G\,Y_F,\qquad Y_F=\frac{\frac34C_F(C_F+1)-I(I+1)J(J+1)}{2I(2I-1)(2J-1)(2J+3)}.\tag{7}$$

For nitrogen-14, $I=1$, and $C_F=2J,\,-2,\,-2J-2$ for $F=J+1,\,J,\,J-1$. The numerators are

- $\frac32J(2J+1)-2J(J+1)=\frac12J(2J-1)$,
- $\frac32-2J(J+1)=-\frac12(2J-1)(2J+3)$,
- $\frac32(J+1)(2J+1)-2J(J+1)=\frac12(J+1)(2J+3)$.

Division by $2(2J-1)(2J+3)$ gives

$$Y_{J+1}=\frac{J}{4(2J+3)},\qquad Y_J=-\frac14,\qquad Y_{J-1}=\frac{J+1}{4(2J-1)}.\tag{8}$$

**Check on $J=1$.** The values for $F=2,1,0$ are $0.05,-0.25,0.5$. Weighted by $2F+1$ they give $0.25-0.75+0.5=0$, as a traceless interaction requires.

## 5. Satellites of an inversion line

The two inversion levels are the even and odd combinations of the molecule and its inverted form. Reversing the axis leaves an axial second-rank tensor unchanged, so both wells have the same gradient. Neglecting the slightly different vibrational averages in the two levels, both carry the same hyperfine pattern $E_F$. A transition $F\to F'$ lies at $\nu_0+E_{F'}-E_F$.

The dipole points along the axis and changes sign between the wells, so it connects the even with the odd level. Within fixed $J,K$ it is a vector under both kinds of rotation, hence proportional to $K\mathbf J$. It permits $\Delta F=0,\pm1$ and requires $K\ne0$. All $\Delta F=0$ components fall at $\nu_0$. From (8), with $\chi=eQq/h$, the satellites lie at $\pm\Delta_{\rm in}$ and $\pm\Delta_{\rm out}$:

$$\Delta_{\rm in}=|\chi f|(Y_{J+1}-Y_J)=\frac34|\chi f|\frac{J+1}{2J+3},$$

$$\Delta_{\rm out}=|\chi f|(Y_{J-1}-Y_J)=\frac34|\chi f|\frac{J}{2J-1}.\tag{9}$$

Their ratio does not contain $\chi$; for $J=1$ it is $5/2$. For large $J$ both offsets approach $\frac38|\chi f|$ and the pairs merge.

For the strengths we need the squared matrix elements of $J_Z$, summed over $M_F$. Within one $F$, projection gives $J_Z=g_FF_Z$, with

$$g_F=\frac{\langle\mathbf J\cdot\mathbf F\rangle}{F(F+1)}=\frac{F(F+1)+J(J+1)-2}{2F(F+1)}.$$

Thus $g_{J+1}=J/(J+1)$, and $g_{J-1}=(J+1)/J$ for $J>1$. The $\Delta F=0$ strength is $g_F^2F(F+1)(2F+1)/3$. The total strength from one $F$ is, by isotropy, $(2F+1)J(J+1)/3$. The levels $F=J\pm1$ are not connected with each other, so subtraction leaves their strength to $F=J$:

$$S_{\rm in}=\frac{2J+3}{3}\left[J(J+1)-\frac{J^2(J+2)}{J+1}\right]=\frac{J(2J+3)}{3(J+1)},$$

$$S_{\rm out}=\frac{2J-1}{3}\left[J(J+1)-\frac{(J+1)^2(J-1)}{J}\right]=\frac{(J+1)(2J-1)}{3J}.$$

For $J=1$ the level $F=0$ has no $\Delta F=0$ strength, and the last formula still holds. Dividing by the total over all $F$, $(2J+1)J(J+1)$, gives the fraction in each satellite:

$$s_{\rm in}=\frac{2J+3}{3(J+1)^2(2J+1)},\qquad s_{\rm out}=\frac{2J-1}{3J^2(2J+1)}.\tag{10}$$

Both fall as $1/(3J^2)$ at large $J$. The two members of a pair are equally strong if the tiny thermal population differences between hyperfine levels are ignored. The symmetric pattern therefore does not reveal the sign of $\chi$.

## 6. Numbers for ammonia

A Hartree–Fock optimization in the def2-SVP basis gives an N–H length of 1.006 Å and an H–N–H angle of 106.9°. At this geometry, Hartree–Fock in the def2-TZVP basis gives an axial gradient at nitrogen of $-0.716$ atomic units from the electrons and $-0.254$ from the protons, in total $q=-0.970$. This value is not converged to the digits shown: at the same geometry the def2-QZVP basis gives about $-0.95$, while reoptimizing the geometry in def2-TZVP (0.999 Å, 108.2°) gives about $-0.99$, since $q$ changes by roughly 0.025 atomic units per degree of H–N–H angle. We keep $-0.970$ as a working value, uncertain by a few percent within Hartree–Fock. The proton part is negative because the H–N–H angle exceeds 90°, the angle at which three equivalent bonds have $3\cos^2\theta=1$ relative to the axis.

With the rough nuclear moment $Q=0.020$ barn $=2.0\times10^{-30}$ m², the Bohr radius $a_0$ and the hartree $E_h$,

$$\chi=q\,\frac{Q}{a_0^2}\,\frac{E_h}{h}=-0.970\times(7.14\times10^{-10})\times(6.58\times10^{9}\ {\rm MHz})=-4.56\ {\rm MHz}.$$

For $J=K=1$, $f=\frac32-1=\frac12$, and (9) gives $\Delta_{\rm in}=\frac34(2.28)(\frac25)=0.68$ MHz and $\Delta_{\rm out}=\frac34(2.28)=1.7$ MHz. The other lines follow in the same way:

| $J,K$ | $f$ | $\Delta_{\rm in}$ (MHz) | $\Delta_{\rm out}$ (MHz) | $s_{\rm in}$, $s_{\rm out}$ |
|---|---|---|---|---|
| 1,1 | 0.50 | 0.68 | 1.7 | 0.139, 0.111 |
| 2,1 | −0.50 | 0.73 | 1.1 | 0.052, 0.050 |
| 2,2 | 1.00 | 1.5 | 2.3 | 0.052, 0.050 |
| 3,2 | 0 | 0 | 0 | 0.027, 0.026 |
| 3,3 | 1.25 | 1.9 | 2.6 | 0.027, 0.026 |

For $J=1$ the four satellites together carry half the strength; for $J=3$ they carry about 11%. The $(3,2)$ line keeps its satellite components, but to first order they coincide with the main line.

The absolute scale is less secure than the pattern. Basis and geometry each move $q$ by about 2%, the calculation omits electron correlation and vibrational averaging, and $Q$ was rounded down (the unrounded value would raise $|\chi|$ by about 2%). Correlation has the larger effect: in the same basis and geometry it lowers $|q|$ by 7–10%, to about 0.90 in CCSD and 0.87 in MP2. The measured $|\chi|$ is roughly 4.1 MHz, so the computed $|\chi|$, and with it every nonzero computed offset, exceeds the measured scale by about a tenth of the measured value. The factors $f$, the ratios from (9) and the fractions (10) do not depend on $\chi$.

First-order theory also omits mixing of different $J$. For $K=1$, the levels $J=1$ and $J=2$ are separated by $B(6-2)=4B$, where $B$ is the rotational constant perpendicular to the symmetry axis. The computed geometry, with mass numbers taken as masses, gives $B=306$ GHz (303 GHz with isotopic masses), so a generous scale for the mixing shift is $\chi^2/(4B)\approx17$ Hz. The angular factors reduce the actual shifts to a few hertz at most, negligible beside the satellite offsets. Magnetic interactions of the nuclear spins with the rotation and with each other are also left out. They can split the components further, including those of $(3,2)$, where the first-order quadrupole structure is absent.
